\section*{An Asymptotic-Preserving Implicit-Explicit Scheme for the Callaway Phonon Equation}

\section{The cost of a fast collision that changes little}

Normal scattering exchanges energy and crystal momentum among phonons but destroys neither. When it is fast and resistive scattering is slow on the scale of the wave, heat moves as a damped wave, second sound, whose period may exceed the normal scattering time by orders of magnitude. An explicit kinetic scheme must still follow that time. For a decay rate $\lambda$, a two-stage explicit Runge--Kutta step multiplies the amplitude by $1-s+s^2/2$ with $s=\lambda\Delta t$, and this exceeds one as soon as $s>2$. In the example below, with its chosen frequency cut-off, the limit is 6.98~ns, although the wave takes about 5000~ns per cycle. If normal scattering were a hundred times faster, the permitted step would be nearly ninety times shorter (not a hundred, because resistive scattering also contributes to the fastest decay), while the period of the wave would hardly change and its damping would fall by only about 14\%.

Replacing the kinetic equation by hydrodynamics removes the restriction, but also removes free flight. For the same initial wave of 10~mK, the temperature amplitude after 2~$\mu$s is $-6.3$~mK in the hydrodynamic limit and $-2.2$~mK without collisions. Since scattering rates depend on frequency, one crystal can hold both fast-scattering and nearly free phonons. What is needed is a kinetic scheme whose step is set by transport and which becomes a consistent hydrodynamic scheme when the normal time vanishes at fixed step and mesh. That property is called asymptotic preservation.

\section{The linear Callaway equation}

Consider an isotropic Debye crystal with one phonon speed $v$, varying along $z$ only. Let $x=\hbar\omega/(k_BT_0)$, let $\mu$ be the direction cosine to $z$, and write the occupation as $f=f_0+(\partial f_0/\partial T)\,\theta$. Thus $\theta(x,\mu,z,t)$ is a temperature deviation for each mode. Signals are small, so products of deviations are dropped. Define
\begin{equation}
\langle g\rangle=\frac12\int_{-1}^{1}\!d\mu\int\! c(x)\,g\,dx,\qquad
c(x)\propto\frac{x^4e^x}{(e^x-1)^2},\qquad \langle1\rangle=1 .
\end{equation}
The weight $c$ is the share of the heat capacity. Energy density is proportional to $E=\langle\theta\rangle$. Crystal momentum per phonon is $\hbar\omega\mu/v$, the energy times $\mu/v$, so momentum density is proportional to $F=\langle\mu\theta\rangle$.

Normal scattering drives phonons towards a Planck law displaced by a drift velocity $u$, whose exponent is
\begin{equation}
\frac{\hbar\omega(1-\mu u/v)}{k_B(T_0+T_N)}\simeq
x\left(1-\frac{\mu u}{v}-\frac{T_N}{T_0}\right).
\end{equation}
The drift therefore acts as an extra temperature $\mu T_0u/v$, the same at every frequency. With $W=T_0u/v$ the target is $\theta_N=T_N+\mu W$. Resistive scattering drives towards an isotropic $T_R$. With rates $a(x)=1/\tau_N$ and $r(x)=1/\tau_R$,
\begin{equation}
\theta_t+v\mu\theta_z=L\theta,\qquad
L\theta=a(\theta_N-\theta)+r(T_R-\theta).\label{bte}
\end{equation}
Normal scattering conserves energy and momentum, so $\langle a(\theta_N-\theta)\rangle=\langle a\mu(\theta_N-\theta)\rangle=0$. Resistive scattering conserves energy, so $\langle r(T_R-\theta)\rangle=0$. Since $a$ and $r$ do not depend on $\mu$ and $\langle a\mu^2\rangle=\langle a\rangle/3$,
\begin{equation}
T_N=\frac{\langle a\theta\rangle}{\langle a\rangle},\qquad
W=\frac{3\langle a\mu\theta\rangle}{\langle a\rangle},\qquad
T_R=\frac{\langle r\theta\rangle}{\langle r\rangle}.\label{targets}
\end{equation}

The conservation laws also give $\langle a\theta_N(\theta_N-\theta)\rangle=0$ and $\langle rT_R(T_R-\theta)\rangle=0$. Adding these zeros to $-\langle\theta L\theta\rangle$ completes the squares:
\begin{equation}
-\langle\theta L\theta\rangle=\langle a(\theta-\theta_N)^2\rangle
+\langle r(\theta-T_R)^2\rangle\ge0 .\label{diss}
\end{equation}
Scattering cannot increase $\langle\theta^2\rangle$.

\section{The implicit stage in closed form}

Each implicit stage solves $\theta=\theta^*+hL\theta$ for a known $\theta^*$ and a time $h$. The targets depend on the unknown $\theta$, which couples all modes, but only through three numbers per cell. Put $D=1+h(a+r)$. Then
\begin{equation}
\theta=\frac{\theta^*+ha(T_N+\mu W)+hrT_R}{D}.\label{stage}
\end{equation}
Multiply by $a$ and average; the term odd in $\mu$ vanishes:
\begin{equation}
\langle a\rangle T_N=\Big\langle\frac{a\theta^*}{D}\Big\rangle
+h\Big\langle\frac{a^2}{D}\Big\rangle T_N+h\Big\langle\frac{ar}{D}\Big\rangle T_R .
\end{equation}
Because $a-ha^2/D=a(1+hr)/D$, the coefficient of $T_N$ is $A+C$, where
\begin{equation}
A=\Big\langle\frac aD\Big\rangle,\quad B=\Big\langle\frac rD\Big\rangle,\quad
C=h\Big\langle\frac{ar}{D}\Big\rangle .
\end{equation}
Multiplying (\ref{stage}) by $r$ instead gives the second equation. With $s_a=\langle a\theta^*/D\rangle$ and $s_r=\langle r\theta^*/D\rangle$,
\begin{equation}
(A+C)T_N-CT_R=s_a,\qquad -CT_N+(B+C)T_R=s_r .
\end{equation}
The determinant is $\Delta=(A+C)(B+C)-C^2=AB+C(A+B)$, positive for positive rates, so
\begin{equation}
T_N=\frac{(B+C)s_a+Cs_r}{\Delta},\qquad
T_R=\frac{Cs_a+(A+C)s_r}{\Delta}.
\end{equation}
Multiplying (\ref{stage}) by $a\mu$ leaves only $W$, since $T_N$ and $T_R$ now stand beside an odd factor:
\begin{equation}
W=\frac{3\langle a\mu\theta^*/D\rangle}{A+C}.
\end{equation}
The coefficients contain no difference of nearly equal large numbers, so large rates cause no cancellation in them. The work is a few averages per cell, with no matrix over the modes.

\section{Time stepping and mesh}

Let $\mathcal T$ be the discrete form of $-v\mu\partial_z$. With $\gamma=1-1/\sqrt2$ and $\delta=1-1/(2\gamma)$, one step from $y^n$ is
\begin{align}
y_2&=y^n+\gamma\Delta t\,\mathcal Ty^n+\gamma\Delta t\,Ly_2,\label{s2}\\
y^{n+1}&=y^n+\Delta t\big[\delta\mathcal Ty^n+(1-\delta)\mathcal Ty_2
+(1-\gamma)Ly_2+\gamma Ly^{n+1}\big].\label{s3}
\end{align}
Both lines have the form $\theta=\theta^*+hL\theta$ with $h=\gamma\Delta t$. In (\ref{s3}) the term $Ly_2$ is taken from (\ref{s2}) as the difference $(y_2-y^n-h\mathcal Ty^n)/h$, so that no large rate multiplies a small residual. The new state is itself the last implicit stage, a property called stiff accuracy.

For resolved rates the order follows by expansion. Insert $y_2=y^n+\gamma\Delta t(\mathcal T+L)y^n+\dots$ and $y^{n+1}=y^n+\Delta t(\mathcal T+L)y^n+\dots$ into the bracket. The first-order term of $y^{n+1}$ is $\Delta t(\mathcal T+L)y^n$ and the second-order term is
\begin{equation}
\Delta t^2\big[(1-\delta)\gamma\,\mathcal T+\{(1-\gamma)\gamma+\gamma\}L\big](\mathcal T+L)y^n .
\end{equation}
Here $(1-\delta)\gamma=1/2$ by the choice of $\delta$, and $2\gamma-\gamma^2=1/2$ by the choice of $\gamma$. The result is $\frac12\Delta t^2(\mathcal T+L)^2y^n$, as second order requires.

For $\mu>0$ the slope in cell $i$ is
\begin{equation}
D^-u_i=\frac{2u_{i+1}+3u_i-6u_{i-1}+u_{i-2}}{6\Delta z},
\end{equation}
and its mirror image $D^+$ serves $\mu<0$. Acting on $e^{ikz}$ with $\phi=k\Delta z$, they give
\begin{equation}
D^\mp\to\frac{1}{\Delta z}\left[i\,\frac{8\sin\phi-\sin2\phi}{6}\pm\frac{(1-\cos\phi)^2}{3}\right]
\simeq ik\pm\frac{k^4\Delta z^3}{12}.\label{symbol}
\end{equation}
The imaginary part is $k$ with a relative error $-\phi^4/30$. The real part damps both directions of travel and makes the mesh error third order. Write $D^\mp=D_0\pm R$ for the two parts.

Directions are Gauss points on $[-1,0]$ and $[0,1]$ separately, ten on each. They integrate exactly the half-range moments needed below. Fourteen Gauss points cover $0\le x\le25$, and space is periodic.

\section{The limit of fast normal scattering}

Let $\tau_N\to0$ at every frequency node while $\Delta t$, $\Delta z$ and the resistive rates stay fixed. Multiply $\theta=\theta^*+hL\theta$ by $\theta$ and average. By (\ref{diss}), $\langle\theta^2\rangle\le\langle\theta\theta^*\rangle$, so $\theta$ is no larger than $\theta^*$ in this norm. The stage equation can be rearranged as
\begin{equation}
\theta_N-\theta=\tau_N\left[\frac{\theta-\theta^*}{h}-r(T_R-\theta)\right].
\end{equation}
The bracket is bounded, so $\theta$ approaches $T_N+\mu W$ with an error proportional to $\tau_N$. Averaging this form gives $E=T_N$ and $F=W/3$, that is, $\theta\to E+3\mu F$.

The values of $E$ and $F$ follow from moments of the stage, in which the large normal term drops out by conservation:
\begin{equation}
E=\langle\theta^*\rangle,\qquad
F=\langle\mu\theta^*\rangle-h\langle r\mu\theta\rangle
=\langle\mu\theta^*\rangle-h\bar rF,\qquad \bar r=\langle r\rangle .
\end{equation}
Hence $F=\langle\mu\theta^*\rangle/(1+h\bar r)$. Fast normal scattering shares momentum among all frequencies, so the resistive rates are averaged, not the resistive times.

For transport, right-moving phonons contribute $\frac12\int_0^1\mu(E+3\mu F)d\mu=E/4+F/2$ to the energy flux and $\frac12\int_0^1\mu^2(E+3\mu F)d\mu=E/6+3F/8$ to the momentum flux. Left-moving phonons contribute $-E/4+F/2$ and $E/6-3F/8$. Applying $D^-$ to the first pair and $D^+$ to the second gives
\begin{equation}
\langle\mathcal T\theta\rangle=-v\Big(D_0F+\tfrac12RE\Big),\qquad
\langle\mu\mathcal T\theta\rangle=-v\Big(\tfrac13D_0E+\tfrac34RF\Big).\label{twofield}
\end{equation}
The limit is therefore the same second-order time scheme applied to a third-order discretisation of
\begin{equation}
E_t+vF_z=0,\qquad F_t+\frac v3E_z=-\bar rF .\label{hydro}
\end{equation}
Eliminating $F$ gives a damped wave equation with second-sound speed $v/\sqrt3$. Stiff accuracy matters here: each step ends on an implicit stage, so the next one starts from local equilibrium.

This was tested against a separate scheme that carries $E$ and $F$ alone. On 32 cells, with all normal times multiplied by a factor $\epsilon$, the largest difference in wave amplitude was $5.92\times10^{-6}$ of the initial amplitude for $\epsilon=10^{-4}$ and $5.92\times10^{-7}$ for $\epsilon=10^{-5}$. The distance falls in proportion to $\tau_N$, as derived.

\section{Viscosity below the time step}

The first correction in $\tau_N$ contains phonon viscosity. Write $\theta=E+3\mu F+\theta_1$ with $\langle\theta_1\rangle=\langle\mu\theta_1\rangle=0$. The target $\theta_N$ may differ from $E+3\mu F$ by a small $c_0+c_1\mu$. To leading order $T_R=E$, and (\ref{bte}) gives
\begin{equation}
a(c_0+c_1\mu-\theta_1)=E_t+3\mu F_t+v\mu E_z+3v\mu^2F_z+3\mu rF .
\end{equation}
Replace $E_t$ and $F_t$ by (\ref{hydro}). The terms in $E_z$ cancel, leaving
\begin{equation}
\theta_1=c_0+c_1\mu-\tau_N\big[v(3\mu^2-1)F_z+3\mu(r-\bar r)F\big].
\end{equation}
The two conditions on $\theta_1$ give $c_0=0$ and $c_1=3F\langle\tau_N(r-\bar r)\rangle$. The exact momentum balance is $F_t+v\langle\mu^2\theta\rangle_z=-\langle r\mu\theta\rangle$. Since $\langle\mu^2(3\mu^2-1)\rangle=3/5-1/3=4/15$,
\begin{align}
\langle\mu^2\theta\rangle&=\frac E3-\frac4{15}v\langle\tau_N\rangle F_z,\\
\langle r\mu\theta\rangle&=\bar rF+\bar r\langle\tau_N(r-\bar r)\rangle F
-\langle\tau_Nr(r-\bar r)\rangle F\nonumber\\
&=\big[\bar r-\langle\tau_N(r-\bar r)^2\rangle\big]F .
\end{align}
Calling the last bracket $r_e$ and setting $\eta=\frac4{15}v^2\langle\tau_N\rangle$,
\begin{equation}
F_t+\frac v3E_z=-r_eF+\eta F_{zz}.\label{visc}
\end{equation}
The resistive correction is negative because modes with strong resistive scattering carry less than their equilibrium share of the drift.

The scheme keeps these terms even if $\tau_N\ll\Delta t$. From (\ref{s2}), $Ly_2=(y_2-y^n)/(\gamma\Delta t)-\mathcal Ty^n$, a difference quotient for $\theta_t+v\mu\theta_z$ with error $O(\Delta t)$ on a smooth solution. In (\ref{s3}), $\gamma Ly^{n+1}$ equals the same quantity minus $(1-\gamma)Ly_2$, so $Ly^{n+1}$ also equals it up to $O(\Delta t)$. The departure from equilibrium is thus right to leading order, and the viscous term has a relative error $O(\Delta t)$.

For $\epsilon=0.1$ and 64 cells the mean normal time is 2.8~ns and the step 17.9~ns. The change in the wave relative to $\epsilon=10^{-6}$ was reproduced with an error of 0.7\% of the largest change. The slowest frequency node, at 58~ns, is still resolved in that run.

\section{Rare collisions}

When both rates are negligible, $D\to1$, the implicit stages do nothing, and each direction is advected separately. An initial $\theta=\cos kz$ then gives
\begin{equation}
E=\frac12\int_{-1}^1\cos[k(z-v\mu t)]\,d\mu=\cos(kz)\,\frac{\sin kvt}{kvt}.\label{free}
\end{equation}
The decay is dephasing between directions, not dissipation. On 64 cells the largest error over 8~$\mu$s was $2.95\times10^{-4}$ of the initial amplitude. A finite set of directions eventually fails, because the phase difference $kvt\,\Delta\mu$ between neighbouring directions grows with time. With the ten Gauss points per half-range used here, the sum differs from the integral by 0.01 at $kvt\approx30$, where the mean phase difference is about 3~rad, and the error then grows quickly. In this run $kvt$ reaches 17.6 and the mean spacing is 0.1, a difference of about 1.8~rad.

\section{A temperature wave at 15 K}

Take $v=3.5$~mm/$\mu$s, a wavelength of 10~mm, an initial amplitude of 10~mK, and
\begin{equation}
\frac1{\tau_N}=10\,x~\mu{\rm s}^{-1},\qquad
\frac1{\tau_R}=0.05+10^{-4}x^4~\mu{\rm s}^{-1}.
\end{equation}
The heat capacity peaks at $x=3.83$, where $\tau_N=26.1$~ns. The nodes span normal times from 4.0 to 583~ns.

The averages are $\bar r=0.2058$, $r_e=0.2042$ and $\eta k^2=0.0358~\mu$s$^{-1}$. For a wave $e^{ikz+\lambda t}$, the energy balance and (\ref{visc}) give $\lambda^2+(r_e+\eta k^2)\lambda+k^2v^2/3=0$. The amplitude damping is
\begin{equation}
\Gamma=\frac{r_e+\eta k^2}{2}=\frac{0.2042+0.0358}{2}=0.120~\mu{\rm s}^{-1}.
\end{equation}
With $k=0.628$~mm$^{-1}$ and $v/\sqrt3=2.021$~mm/$\mu$s, the angular frequency is $\sqrt{1.270^2-0.120^2}=1.264$~rad/$\mu$s. The eigenvalue of the full kinetic operator gives 1.265~rad/$\mu$s and 0.120~$\mu$s$^{-1}$.

\begin{center}
\begin{tabular}{rrrr}
$t$ ($\mu$s) & example (mK) & $\tau_N\to0$ (mK) & free flight (mK)\\
0 & 10.00 & 10.00 & 10.00\\
1 & 3.47 & 3.41 & 3.68\\
2 & $-6.01$ & $-6.29$ & $-2.16$\\
5 & 5.50 & 5.99 & $-0.91$\\
8 & $-3.17$ & $-3.58$ & $-0.54$
\end{tabular}
\end{center}
At 1~$\mu$s the three columns differ by less than 0.3~mK, so an early reading distinguishes the regimes poorly. At 5~$\mu$s the example lies below the hydrodynamic limit. Its extra damping is $0.120-0.2058/2=0.017~\mu$s$^{-1}$, and $5.99\,e^{-0.017\times5}=5.50$~mK, which accounts for the difference.

\section{Error, stability and gain}

With $v\Delta t/\Delta z=0.40$ held fixed, the grid runs were compared with solutions exact in space and time for the same directions and frequencies. The errors therefore exclude those two quadratures. They are the largest over 8~$\mu$s, relative to the initial amplitude; resistive rates are unchanged.
\begin{center}
\begin{tabular}{rrrr}
$\epsilon$ & 32 cells & 64 cells & ratio\\
$10^{-6}$ & $3.3\times10^{-3}$ & $5.4\times10^{-4}$ & 6.1\\
$10^{-1}$ & $3.4\times10^{-3}$ & $5.7\times10^{-4}$ & 5.9\\
$1$ & $3.1\times10^{-3}$ & $5.3\times10^{-4}$ & 5.8\\
$10$ & $1.7\times10^{-3}$ & $2.9\times10^{-4}$ & 5.6\\
$10^3$ & $1.2\times10^{-3}$ & $2.3\times10^{-4}$ & 5.0
\end{tabular}
\end{center}
There is no marked loss of accuracy where $\tau_N$ crosses $\Delta t$. Ratios between 4 and 8 are consistent with a mixture of second-order time error and third-order mesh error.

Stability was examined numerically, not proved. For 32 cells, negligible resistance, a reduced set of modes, sixteen wavenumbers and $\epsilon$ from $10^{-6}$ to $10^6$, the largest eigenvalue modulus of the one-step matrix was 0.999996. This excludes exponential growth in the sampled cases, but does not bound transient growth.

The steps are 35.7~ns on 32 cells and 17.9~ns on 64, against the explicit limit of 6.98~ns. The gain in step is thus 5.1 and 2.6, modest in this example. That limit is for scattering alone; with the upwind transport included it is 6.6 and 6.3~ns, and the gains are 5.4 and 2.8. The ratio $v\Delta t/\Delta z=0.40$ is also a choice: in free flight long waves stay stable up to $(2/3)^{1/3}\approx0.87$. The explicit limit is set by the fastest frequency node, near $x=25$, which carries almost no heat; a lower cut-off would raise the limit and reduce the gain. At $\epsilon=10^{-2}$ the fastest normal time is 0.04~ns and the explicit limit about twice that, while the present step is unchanged.

\section{Where the scheme loses accuracy}

\subsection*{A start far from equilibrium}
The limit argument assumes that the first state is near $E+3\mu F$. Take instead $\theta=3\mu^2\cos kz$ with $\tau_N\to0$. It has $E=\cos kz$ and $F=0$, but $\langle\mu^2\theta\rangle=\frac35\cos kz$ instead of $\frac13\cos kz$. In the crystal this excess vanishes within $\tau_N$ and hardly changes $F$. The scheme lets it act for a time $|\delta|\Delta t$ in the first step, producing a false $F$ of amplitude
\begin{equation}
|\delta|\Delta t\,vk\,\frac4{15}=0.707\times0.0357\times2.20\times0.267=0.015
\end{equation}
on 32 cells. The measured errors in $E$ were $2.2\times10^{-2}$ and $1.1\times10^{-2}$ on 32 and 64 cells: first order, against $3.3\times10^{-3}$ and $5.4\times10^{-4}$ for the equilibrium start. If $\tau_N\ll\Delta t$ at all important frequencies, replacing the initial state by $E+3\mu F$ cures this. Otherwise the initial state should be kept; where its relaxation is too fast for the ordinary step, shorter first steps that resolve it remove the error.

\subsection*{Fast resistive scattering}
If $r$ is uniform and very large, $F$ is suppressed and heat diffuses, with true decay rate $v^2k^2/(3r)$. The upwind term $\frac12vRE$ in (\ref{twofield}) does not shrink with it. By (\ref{symbol}) it adds the spurious rate
\begin{equation}
\frac{v(1-\cos k\Delta z)^2}{6\Delta z}\simeq\frac{vk^4\Delta z^3}{24}.
\end{equation}
The ratio of spurious to true decay is $k^2\Delta z^3r/(8v)$, which must be small. For $r=10^6~\mu$s$^{-1}$ and 32 cells the true rate is $1.61\times10^{-6}~\mu$s$^{-1}$, but the scheme gave $6.91\times10^{-4}~\mu$s$^{-1}$, nearly all spurious. Asymptotic preservation holds here for fast normal scattering, not for the diffusive limit on a fixed mesh.

\section{Relation to a real crystal}

The parameters are rough values in the regime of very pure sodium fluoride near 15~K, a crystal in which second sound has been observed. The scattering rates are the least certain inputs: the resistive rate used here implies a conductivity $Cv^2/(3r_e)$ near 1900~W/(cm\,K), several times the highest values measured, which are limited by crystal boundaries and defects, so real samples damp the wave more strongly. Experiments send heat pulses through finite crystals, whereas the model has a periodic wave and one phonon speed. With separate transverse and longitudinal speeds in the rough ratio 1.8, at the same Debye heat capacity, the limiting second-sound speed lies 7.7\% below the one-speed value $v/\sqrt3$; for $v=3.5$~mm/$\mu$s it would fall from 2.02 to 1.87~mm/$\mu$s. The Debye speed of sodium fluoride is higher, about 3.8~mm/$\mu$s, for which the same correction takes 2.20 to about 2.03~mm/$\mu$s. The value 3.5 is thus an effective speed that matches second sound in this crystal, but not its heat capacity or its ballistic speeds. Viscous drag at two side walls 20~mm apart, without slip, would add 0.0215~$\mu$s$^{-1}$ to the momentum loss rate, 10\% of $\bar r$; half of it enters $\Gamma$. With bulk damping inside the wall layer included the added rate is nearer 0.020, which raises $\Gamma$ by about 8\% and lowers the frequency by about 1\%. The viscous layer at the wall, about 0.3~mm, is only a little over three mean free paths thick, so slip would lower this estimate somewhat. Lattice dispersion, estimated from a sine-shaped branch and a rough Debye temperature of 490~K, slows phonons at the heat-capacity peak by 1.7\%; the second-sound speed falls by about twice as much, because phonons above the peak are slowed more. The estimate is crude: ending the branch at the smaller acoustic zone of the two-atom cell raises the two figures to 2.7\% and nearly 7\%. The 10~mK amplitude changes the heat capacity by 0.2\%. The first three of these effects change the wave by more than the discretisation error on 64 cells, so for this crystal a finer mesh would improve the prediction less than better speeds, walls and scattering rates. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
phonon speed 3.5 mm/us, temperature 15.0 K, wavelength 10.0 mm
rates: normal 10.0*x, resistive 0.05+0.0001*x^4 per us
heat-capacity peak: x = 3.83, frequency 1.20 THz
normal time at the peak 26.1 ns
mean normal time 27.8 ns
normal time, slowest and fastest node 583, 4.0 ns
mean resistive rate 0.2058, corrected 0.2042 per us
viscous coefficient 0.0907 mm^2/us, damping part 0.0358 per us
second-sound speed in the limit 2.021 mm/us
angular frequency: expansion 1.2640, kinetic 1.2649 rad/us
amplitude damping: expansion 0.1200, kinetic 0.1201 per us
expansion error ratio when eps is halved 4.00
Courant number 0.40, largest amplification 0.999996281
time step: 32 cells 35.7 ns, 64 cells 17.9 ns
explicit-scattering step limit 6.98 ns
eps (factor on normal times), max error 32 cells, 64 cells, ratio:
     1e-06  3.33e-03  5.42e-04  6.14
     1e-02  3.34e-03  5.49e-04  6.08
     1e-01  3.35e-03  5.67e-04  5.91
     1e+00  3.07e-03  5.26e-04  5.84
     1e+01  1.65e-03  2.93e-04  5.64
     1e+03  1.17e-03  2.34e-04  4.99
distance to two-field scheme: eps 1e-4 5.92e-06, 1e-5 5.92e-07
relative error of unresolved viscous change (eps 0.1) 0.007
free-flight max error, 64 cells 2.95e-04
anisotropic start, max error: 32 cells 2.23e-02, 64 cells 1.12e-02
resistive rate 1e+06 per us, 32 cells: decay 6.91e-04 per us,
  true diffusion 1.61e-06, spurious part 6.89e-04 per us
time (us), wave amplitude (mK): example, hydrodynamic limit, free flight
  0   10.000   10.000   10.000
  1    3.473    3.411    3.677
  2   -6.009   -6.289   -2.160
  3   -5.939   -6.185    0.470
  4    1.554    1.764    0.666
  5    5.500    5.990   -0.908
  6    1.714    1.811    0.447
  7   -3.410   -3.892    0.198
  8   -3.168   -3.584   -0.539
neglected polarisation (speed ratio 1.8): second sound 1.866 mm/us, -7.7 %
neglected wall drag (20 mm wide) 0.0215 per us, 10.4 % of resistive rate
neglected lattice dispersion (Debye 490 K): speed -1.7 %
neglected heat-capacity change at 10 mK: 0.20 %
\end{verbatim}
